# The PAW Exchange-Correlation Energy: Two Derivations for Semilocal Functionals

For a semilocal functional and augmentation spheres $\Omega_a$ that do not overlap, the exchange-correlation energy of the all-electron density $n$ separates into a smooth part and corrections from the spheres:

$$E_{xc}[n]=E_{xc}[\tilde n]+\sum_a\left(E_a[n^1_a]-E_a[\tilde n^1_a]\right).\tag{1}$$

Here $\tilde n$ is the smooth density, defined in all space. The densities $n^1_a$ and $\tilde n^1_a$ are the one-centre expansions of $n$ and $\tilde n$ in sphere $a$. The first two energies are integrals over all space, while $E_a$ is the same integral taken over $\Omega_a$ alone. The result holds when

- (A) $n=\tilde n$ in the interstitial region $I$, the space outside all spheres;
- (B) $n=n^1_a$ inside $\Omega_a$;
- (C) $\tilde n=\tilde n^1_a$ inside $\Omega_a$.

Nothing requires $E_{xc}$ to be linear in the density. Hartree atomic units are used.

## What the symbols require

A semilocal functional has the form

$$E_{xc}[n]=\int F(u(\mathbf r))\,d^3r,\qquad u=(n,\nabla n,\nabla^2 n,\tau),\tag{2}$$

where $\tau=\tfrac12\sum_k f_k|\nabla\psi_k|^2$ is the kinetic-energy density and $f_k$ are occupations. A given functional may use only some entries of $u$. The integrand at $\mathbf r$ needs the fields at $\mathbf r$ and nothing from elsewhere. When $F$ uses $\tau$, conditions (A) to (C) are also imposed on $\tau$; the notation $E_{xc}[n]$ leaves this argument implicit. I write $u$, $\tilde u$, $u^1_a$ and $\tilde u^1_a$ for the fields belonging to the four densities.

The conditions follow from the PAW transformation

$$\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)\langle p_i|\tilde\psi\rangle .$$

The all-electron and smooth partial waves, $\phi_i$ and $\tilde\phi_i$, coincide outside their sphere. Hence $\psi=\tilde\psi$ in $I$, which gives (A). Inside $\Omega_a$ define

$$\psi^1=\sum_i\phi_i\langle p_i|\tilde\psi\rangle,\qquad \tilde\psi^1=\sum_i\tilde\phi_i\langle p_i|\tilde\psi\rangle,$$

with $i$ running over the partial waves of that sphere, so that $\psi=\tilde\psi+\psi^1-\tilde\psi^1$.

The projectors are confined to the sphere and satisfy $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. Suppose the smooth partial waves are complete for the orbital considered, so that $\tilde\psi=\sum_j b_j\tilde\phi_j$ in the sphere. Then $\langle p_i|\tilde\psi\rangle=b_i$, which gives $\tilde\psi^1=\tilde\psi$ and therefore $\psi^1=\psi$. Squaring the orbitals and summing over occupied states gives (C) and (B). Since the orbitals agree throughout an open region, their gradients agree there too, and so do $\nabla n$, $\nabla^2n$ and $\tau$.

The sphere surfaces have zero volume and contribute nothing, provided that no field contains a delta function there. A jump in density would put one into $\nabla n$, and a jump in slope would put one into $\nabla^2 n$. Partial waves that match in value and slope at the surface exclude both.

If core electrons are included, $n$ and $n^1_a$ contain the true core density, and $\tilde n$ and $\tilde n^1_a$ contain a smooth core density. Conditions (A) to (C) must then hold for these full densities. Real cores are not strictly confined: the argon-like core of K$^+$ keeps of order 0.1 electron beyond 3 bohr. Condition (A) then requires the smooth core to match the true core outside the sphere. A core tail that reaches a neighbouring sphere violates (B) and (C) there unless it is included in that sphere's one-centre densities.

## First derivation: dividing space

The interstitial region and the disjoint spheres fill space once, so the integral in (2) is a sum over regions:

$$E_{xc}[n]=\int_I F(u)\,d^3r+\sum_a\int_{\Omega_a}F(u)\,d^3r .$$

This step uses the additivity of an integral over its domain. It makes no statement about how $F$ depends on $n$.

By (A), $u=\tilde u$ in $I$. By (B), $u=u^1_a$ in $\Omega_a$. Therefore

$$E_{xc}[n]=\int_I F(\tilde u)\,d^3r+\sum_aE_a[n^1_a].\tag{3}$$

The interstitial integral is the smooth energy of all space minus the smooth energy of the spheres:

$$\int_I F(\tilde u)\,d^3r=E_{xc}[\tilde n]-\sum_a\int_{\Omega_a}F(\tilde u)\,d^3r .$$

By (C), $\tilde u=\tilde u^1_a$ in $\Omega_a$, so each subtracted integral is $E_a[\tilde n^1_a]$. Inserting this in (3) gives (1).

At a point inside a sphere, the right side of (1) contributes

$$F(\tilde u)+F(u^1_a)-F(\tilde u^1_a).$$

The first and third terms cancel because their arguments are equal, whatever the function $F$. What remains is $F(u^1_a)=F(u)$. This is why nonlinearity does no harm.

## Second derivation: switching on the augmentation

The second route starts from the smooth system and follows the change in energy as the augmentation is added. Let

$$U_a=u^1_a-\tilde u^1_a\ \text{ inside }\Omega_a,\qquad U_a=0\ \text{ outside}.$$

Every entry of $u$ is compared by simple subtraction, so (A) to (C) give $u=\tilde u+\sum_aU_a$. Introduce a parameter $\lambda$ between 0 and 1 and define

$$G(\lambda)=\int F\Big(\tilde u+\lambda\sum_aU_a\Big)d^3r,\qquad G(0)=E_{xc}[\tilde n],\quad G(1)=E_{xc}[n].$$

The intermediate density is $(1-\lambda)\tilde n+\lambda n$, which is not negative. For functionals of $\tau$ the intermediate fields must also respect $\tau\ge|\nabla n|^2/(8n)$. They do where the densities are positive, because the Cauchy-Schwarz inequality gives

$$\frac{|(1-\lambda)\nabla\tilde n+\lambda\nabla n|^2}{(1-\lambda)\tilde n+\lambda n}\le(1-\lambda)\frac{|\nabla\tilde n|^2}{\tilde n}+\lambda\frac{|\nabla n|^2}{n}.$$

Assume that $F$ is differentiable along this path and that the derivative may be taken under the integral. The chain rule gives

$$G'(\lambda)=\sum_a\int_{\Omega_a}\sum_k\frac{\partial F}{\partial u_k}\Big|_{\tilde u+\lambda U_a}U_{a,k}\,d^3r .$$

The interstitial region has dropped out because every $U_a$ vanishes there. Within $\Omega_a$ only $U_a$ is nonzero, because the spheres are disjoint. The derivative of $F$ at $\mathbf r$ needs only the fields at $\mathbf r$, and there (C) lets $\tilde u$ be replaced by $\tilde u^1_a$. Hence

$$G'(\lambda)=\sum_aG_a'(\lambda),\qquad G_a(\lambda)=\int_{\Omega_a}F(\tilde u^1_a+\lambda U_a)\,d^3r .$$

Integrating from $\lambda=0$ to $1$ gives

$$E_{xc}[n]-E_{xc}[\tilde n]=\sum_a\left[G_a(1)-G_a(0)\right].$$

Since $\tilde u^1_a+U_a=u^1_a$, the bracket is $E_a[n^1_a]-E_a[\tilde n^1_a]$, and (1) follows again.

For the local density approximation (LDA), $G'(\lambda)$ is the integral of the potential $v_{xc}=dF/dn$ times the added density. Physically, the work of adding the augmentation charge can be computed sphere by sphere, because the potential felt by that charge is determined inside the same sphere.

## What each derivation assumes

Both derivations need a semilocal integrand, disjoint spheres and matching fields. The first needs only that the integrals exist; $F$ may have kinks or jumps as a function of its arguments. The second, as written, also assumes differentiability along the path; this is sufficient but not strictly necessary, since an isolated kink can still be integrated across. If $F$ has a jump, the chain-rule form of $G'$ misses a surface term, although $G(\lambda)$ itself may remain differentiable. In return it identifies the potential as the quantity through which a mismatch acts.

The two also use the density conditions differently. The first replaces the fields region by region. The second needs the superposition

$$n=\tilde n+\sum_a(n^1_a-\tilde n^1_a)\tag{4}$$

together with (C). These carry the same information as (A) to (C): outside the spheres (4) gives (A), and inside a sphere (4) and (C) give $n=n^1_a$, which is (B).

### The density identity alone is not enough

Let (4) hold while (C) fails by $\delta=\tilde n-\tilde n^1_a$. Equation (4) then gives $n-n^1_a=\delta$ as well. Call the right side of (1) $E_{\rm PAW}$. Subtracting $E_{xc}[n]$, the interstitial parts cancel, and for LDA

$$E_{\rm PAW}-E_{xc}[n]=\sum_a\int_{\Omega_a}\left\{[F(\tilde n)-F(\tilde n-\delta)]-[F(n)-F(n-\delta)]\right\}d^3r .$$

Expanding each bracket to first order, with $F(x)-F(x-\delta)=v_{xc}(x)\delta+O(\delta^2)$, gives

$$E_{\rm PAW}-E_{xc}[n]=\sum_a\int_{\Omega_a}\left[v_{xc}(\tilde n)-v_{xc}(n)\right]\delta\,d^3r+O(\delta^2).\tag{5}$$

If $F$ were linear in $n$, $v_{xc}$ would be constant and the error would vanish for any $\delta$. In LDA, $v_{xc}$ falls as the density rises, so the two potentials differ wherever $n\ne\tilde n$, and (4) alone does not protect the energy. Condition (C) removes the error by setting $\delta=0$.

### A compensation density may be added

Let $\hat n_a$ be a density confined to $\Omega_a$. Replace $\tilde n$ by $\tilde n+\sum_a\hat n_a$ and $\tilde n^1_a$ by $\tilde n^1_a+\hat n_a$. Conditions (A) and (C) remain true, and (B) is untouched. Both derivations therefore apply, and the total is unchanged although the separate smooth terms change. For gradient-dependent functionals, $\hat n_a$ must also vanish at the surface, and its slope must vanish there too if $F$ uses $\nabla^2 n$, so that no field acquires a delta function. The compensated fields must stay where $F$ is defined: $\tilde n+\hat n_a$ must not be negative, and for functionals of $\tau$ the bound $\tau\ge|\nabla n|^2/(8n)$ is no longer guaranteed, because $\hat n_a$ changes the density but not $\tilde\tau$.

### Overlapping spheres

Take two overlapping spheres with LDA, and write $D_a=n^1_a-\tilde n^1_a$. Let $\tilde n^1_a=\tilde n$ in each sphere and $n=\tilde n+D_a+D_b$. Where at most one $D$ is nonzero, the exact and summed integrands agree. In the common lens $L$ the exact change is $F(\tilde n+D_a+D_b)-F(\tilde n)$, whereas the sphere terms supply

$$[F(\tilde n+D_a)-F(\tilde n)]+[F(\tilde n+D_b)-F(\tilde n)].$$

Subtracting,

$$E_{xc}[n]-E_{\rm PAW}=\int_L\left[F(\tilde n+D_a+D_b)-F(\tilde n+D_a)-F(\tilde n+D_b)+F(\tilde n)\right]d^3r.\tag{6}$$

To leading order the integrand is $F''(\tilde n)D_aD_b$. The defect is thus small when the lens reaches only the outer parts of the spheres, where the augmentation is weak.

### A nonlocal functional

The Hartree energy shows what happens without semilocality. Write

$$(p|q)=\iint\frac{p(\mathbf r)q(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad E_H[n]=\tfrac12(n|n).$$

For one spherical centre let $D=n-\tilde n$, which is confined to $\Omega$, and let (A) to (C) hold. Split $\tilde n$ into parts inside and outside the sphere, $\tilde n=\tilde n_{\rm in}+\tilde n_{\rm out}$. Then

$$E_H[n]-E_H[\tilde n]=(D|\tilde n_{\rm in})+(D|\tilde n_{\rm out})+\tfrac12(D|D),$$

whereas the difference of the two sphere energies is

$$\tfrac12(\tilde n_{\rm in}+D|\tilde n_{\rm in}+D)-\tfrac12(\tilde n_{\rm in}|\tilde n_{\rm in})=(D|\tilde n_{\rm in})+\tfrac12(D|D).$$

The three-term sum misses $(D|\tilde n_{\rm out})$. Outside the sphere, the spherical charge $Q_D=\int_\Omega D\,d^3r$ produces the potential $Q_D/r$, and $\tilde n=n$ there, so

$$E_H[n]-E_{H,\rm sum}=Q_D\int_{r>r_c}\frac{n(r)}{r}\,d^3r.\tag{7}$$

In the second derivation, the failing step is the replacement of the potential by one computed from the sphere's own density.

## A four-electron model

Two centres of charge $Z=2$ lie 3.0 bohr apart, each with a sphere of radius $r_c=1.2$ bohr. The two doubly occupied smooth orbitals are

$$\tilde\psi_\pm=c_\pm\left(e^{-\alpha r_a^2}\pm e^{-\alpha r_b^2}\right),\qquad\alpha=0.50\ \text{bohr}^{-2},$$

where $r_a$ and $r_b$ are the distances from the centres. The orbitals are prescribed; they do not come from a self-consistent calculation. Inside each sphere the partial waves are related by $\phi_i=(1+h)\tilde\phi_i$, with

$$h(r)=A(1-r/r_c)^4 .$$

The complete transformation is then $\psi=\tilde\psi+h\tilde\psi=(1+h)\tilde\psi$, which supplies a reference density $n=(1+h)^2\tilde n$ without any expansion. The constants $c_\pm$ normalize $\psi_\pm$.

The amplitude $A$ follows from the nuclear cusp. The linear term of $\tilde\psi$ averages to zero over directions, so the averaged logarithmic slope of $\psi$ at the nucleus is $h'(0)/[1+h(0)]$. Setting this to $-Z$ gives

$$\frac{4A}{r_c(1+A)}=Z\quad\Rightarrow\quad A=\frac{Zr_c}{4-Zr_c}=\frac{2.4}{1.6}=1.5 .$$

The smooth density holds 3.61688 electrons and each sphere adds 0.19156, for a total of $3.61688+2(0.19156)=4.0000$.

With the largest partial-wave set, the LDA energies in hartree are $E_{xc}[\tilde n]=-1.392675$, $E_a[n^1_a]=-0.647580$ and $E_a[\tilde n^1_a]=-0.495143$. Equation (1) gives

$$-1.392675+2(-0.647580+0.495143)=-1.697549 .$$

Direct integration of the reference density also gives $-1.697549$ hartree. In the form (3), the interstitial part is $-1.392675+2(0.495143)=-0.402389$, and adding $2(-0.647580)$ gives the same total.

The next table shows the approach to completeness. The set contains angular momenta up to $l_{\max}$, with $N_r$ radial functions for each: $\tilde\phi=r^{l+2q}P_l(\cos\theta)$, $q=0,\dots,N_r-1$, with projectors given by a least-squares fit over the sphere. The entries depend strongly on this choice. Multiplying the same functions by $e^{-\alpha r^2}$ lowers the first LDA error from $1.73\times10^{-1}$ to $9.7\times10^{-4}$ hartree and makes the second one negative. The mismatch is $\int_{\Omega_a}|\tilde n-\tilde n^1_a|\,d^3r$ in electrons, and the errors are $E_{\rm PAW}-E_{xc}[n]$ in hartree, relative to the fixed reference density.

| $l_{\max}, N_r$ | Mismatch | LDA | PBE | TPSS exchange |
|---|---:|---:|---:|---:|
| 0, 1 | 3.45e-1 | 1.73e-1 | 1.86e-1 | 8.77e-2 |
| 1, 2 | 3.19e-2 | 1.99e-2 | 2.28e-2 | 2.07e-2 |
| 2, 3 | 2.37e-3 | 9.96e-4 | 1.20e-3 | 1.03e-3 |
| 4, 4 | 1.74e-4 | 3.30e-5 | 4.14e-5 | 1.54e-5 |
| 8, 6 | 3.01e-7 | 1.84e-8 | 3.23e-7 | -1.80e-5 |

These errors are not direct applications of (5). In a truncated set $n^1_a=(1+h)^2\tilde n^1_a$, so $n-n^1_a=(1+h)^2(\tilde n-\tilde n^1_a)$, and the two mismatches differ.

The last TPSS entry does not follow the mismatch down. Evaluating $E_{xc}[\tilde n]$ on the uniform grid used in the sum, and again on the spheroidal grid used for $E_{xc}[n]$, gives a difference of $-1.80\times10^{-5}$ hartree. This accounts for the remainder to the digits shown. It is an integration error, not a failure of (1). A converged atom-centred grid gives $E_{xc}[\tilde n]=-1.404102$ hartree, against $-1.404120$ on the uniform grid, so the uniform grid carries the error. The same offset is contained in every TPSS entry of the table, and the corresponding PBE difference, $2.98\times10^{-7}$ hartree, makes up most of the last PBE entry. Without these offsets the truncation errors are $3.3\times10^{-5}$ and $1.7\times10^{-8}$ hartree in the last two TPSS rows and $2.5\times10^{-8}$ hartree in the last PBE row.

Equation (5) can be examined by lowering both one-centre densities by $\delta=0.01\,\tilde n$, which preserves (4) and violates (C). The LDA error is then 0.000678 hartree, against 0.000676 from the first-order formula.

A compensation density of shape $(1-r^2/r_c^2)^4$ carrying the missing charge of each sphere changes the LDA terms to $E_{xc}[\tilde n+\hat n]=-1.666526$ and $E_a[\tilde n^1_a+\hat n_a]=-0.632069$ hartree. The total is $-1.666526+2(-0.647580+0.632069)=-1.697548$ hartree, which differs from the earlier total by one unit in the last printed digit; with converged integration it is $-1.697549$. The shape $(1-r^2/r_c^2)^2$ changes the two separate terms but not the total.

Next the centres are moved together so that the spheres overlap. The reference density is now the superposition $n=\tilde n+D_a+D_b$ assumed in (6), with $D_a=[(1+h_a)^2-1]\tilde n$; it omits the cross term $2h_ah_b\tilde n$ contained in the density $(1+h_a+h_b)^2\tilde n$ of the transformed orbitals. The LDA defect $E_{xc}[n]-E_{\rm PAW}$ is $-0.000038$, $-0.000938$ and $-0.002938$ hartree at separations of 1.4, 1.0 and 0.8 bohr. Formula (6) gives the same printed values, while its leading term $F''D_aD_b$ gives $-0.000041$, $-0.001159$ and $-0.003971$. The omitted cross term is of the same order $h_ah_b$ and is larger. For the density $(1+h_a+h_b)^2\tilde n$ the defects are $-0.000105$, $-0.002831$ and $-0.009404$ hartree, about three times as large, so (6) alone understates the overlap error of the transformed orbitals.

Finally, a single centre with two electrons and the same $h$ and $\alpha$ has a Hartree energy of 1.7138 hartree, while the three-term sum gives 1.6218. The missing 0.09203 hartree agrees with (7): $Q_D=0.19020$ and the outside integral is 0.48384, whose product is 0.09203. The numerical check asserts this agreement, along with the energy identity for all three semilocal functionals.

## Table of computed values

```
centre charge 2.0 e, distance 3.0 bohr, sphere radius 1.2 bohr
Gaussian exponent 0.50 bohr^-2, cusp amplitude 1.500
electrons: all-electron 4.000000, smooth 3.616881
charge missing from smooth density, per sphere 0.191559 e
error = PAW sum - E[n]; mismatch = integral |ns-ns1| per sphere
lmax 0, radial 1: mismatch 3.45e-01 e; error (hartree) LDA +1.73e-01, PBE +1.86e-01, TPSS-x +8.77e-02
lmax 1, radial 2: mismatch 3.19e-02 e; error (hartree) LDA +1.99e-02, PBE +2.28e-02, TPSS-x +2.07e-02
lmax 2, radial 3: mismatch 2.37e-03 e; error (hartree) LDA +9.96e-04, PBE +1.20e-03, TPSS-x +1.03e-03
lmax 4, radial 4: mismatch 1.74e-04 e; error (hartree) LDA +3.30e-05, PBE +4.14e-05, TPSS-x +1.54e-05
lmax 8, radial 6: mismatch 3.01e-07 e; error (hartree) LDA +1.84e-08, PBE +3.23e-07, TPSS-x -1.80e-05
E[ns], Cartesian minus spheroidal grid (hartree): LDA +1.21e-12, PBE +2.98e-07, TPSS-x -1.80e-05
energies in hartree, largest partial-wave set
LDA: E[n] -1.697549, PAW sum -1.697549
  E[ns] -1.392675, per sphere E_a[n1] -0.647580, E_a[ns1] -0.495143
  interstitial part -0.402389
PBE: E[n] -1.773317, PAW sum -1.773316
  E[ns] -1.451361, per sphere E_a[n1] -0.661894, E_a[ns1] -0.500917
  interstitial part -0.449528
TPSS-x: E[n] -1.720380, PAW sum -1.720398
  E[ns] -1.404120, per sphere E_a[n1] -0.649773, E_a[ns1] -0.491634
  interstitial part -0.420852
LDA, one-centre densities both lowered by 0.01 ns:
  error 0.000678, first-order formula 0.000676 hartree
LDA with compensation density: E[ns+nhat] -1.666526, E_a[ns1+nhat] -0.632069 hartree
  PAW sum -1.697548 hartree
overlapping spheres, LDA (hartree):
  distance 1.4 bohr: E[n] - PAW sum -0.000038, lens formula -0.000038
  distance 1.0 bohr: E[n] - PAW sum -0.000938, lens formula -0.000938
  distance 0.8 bohr: E[n] - PAW sum -0.002938, lens formula -0.002938
Hartree energy, one centre, two electrons (hartree):
  exact 1.71383, three-term sum 1.62180, missing 0.09203
  Q_D 0.19020 e, outside integral of n/r 0.48384 hartree/e, product 0.09203
```
